# Reading etch rates from the radial depth of a crystal rod, part 2

A long crystal rod of initial radius \(R_0\) is etched for a time \(t\). Its surface recedes along its normal at the speed \(v(\theta)>0\), where \(\theta\) is the polar angle of the outward normal. The model assumes that the surface reaction sets the rate, that temperature and solution are uniform, and that curvature has no effect of its own. We ask how wrong the rate is when it is read from the recession along each radius.

In polar coordinates \((r,\varphi)\) about the rod axis, the surface is \(r(\varphi,t)\), the radial depth is \(d=R_0-r\), and the apparent rate is \(d/t\). The reading error is \(E=d/t-v(\varphi)\), positive when the rate is read too high. A prime on \(v\) means a derivative with respect to angle in radians; a subscript \(\varphi\), \(\theta\) or \(t\) on \(r\), \(d\) or \(h\) means a partial derivative.

The earlier results needed here are as follows.

From (a), the equation of motion and the normal angle:

\[
r_t=-v\!\left(\varphi-\arctan\frac{r_\varphi}{r}\right)\sqrt{1+\left(\frac{r_\varphi}{r}\right)^2},\qquad r(\varphi,0)=R_0 ,
\]

\[
\theta=\varphi-\arctan\frac{r_\varphi}{r}.
\]

From (b), for short times:

\[
\theta=\varphi+\frac{v't}{R_0}+O(t^2),
\]

\[
d=vt+\frac{v'^2t^2}{2R_0}+O(t^3),\qquad
\boxed{E=\frac{v'(\varphi)^2\,t}{2R_0}+O(t^2)} .
\]

From (d), the distance \(h\) of the tangent line with normal angle \(\theta\) from the axis, the radius of curvature \(\varrho\), and the time \(t_{\rm e}\) at which the first outward edge forms and the smooth formulas end:

\[
h(\theta,t)=R_0-v(\theta)t,\qquad
\varrho=h+h_{\theta\theta}=R_0-(v+v'')t,
\]

\[
t_{\rm e}=\frac{R_0}{\max_\theta(v+v'')} .
\]

From (e), the profile as a minimum over tangent lines, and the error to two terms for a smooth rate:

\[
r(\varphi,t)=\min_\theta\frac{h(\theta,t)}{\cos(\theta-\varphi)},\qquad \cos(\theta-\varphi)>0 ,
\]

\[
E=\frac{v'^2t}{2R_0}\left[1+\frac{(v+v'')t}{R_0}\right]+O(t^3).
\]

### (g) Correcting the reading

**The whole profile of an etched rod has been measured. Find a correction that removes the leading error, and the error that it leaves. Then find a reading that needs no expansion.**

**Solution.** The leading error contains the unknown \(v'\). The measured depth supplies it, since \(d_\varphi=v't+O(t^2)\). Replacing \(v'\) by \(d_\varphi/t\) in \(v'^2t/(2R_0)\) gives the corrected rate

\[
v_{\rm c}=\frac dt-\frac{d_\varphi^2}{2R_0t}.
\]

To find what remains, the derivative of the depth is needed to one more order. From

\[
d=vt+\frac{v'^2t^2}{2R_0}+O(t^3)
\]

it follows that

\[
d_\varphi=v't+\frac{v'v''t^2}{R_0}+O(t^3),\qquad
d_\varphi^2=v'^2t^2+\frac{2v'^2v''t^3}{R_0}+O(t^4).
\]

The subtracted term is therefore

\[
\frac{d_\varphi^2}{2R_0t}=\frac{v'^2t}{2R_0}+\frac{v'^2v''t^2}{R_0^2}+O(t^3).
\]

Subtract this from \(E\). The terms linear in \(t\) cancel. The quadratic terms combine as \(\tfrac12(v+v'')-v''=\tfrac12(v-v'')\), which leaves

\[
v_{\rm c}-v=\frac{v'^2(v-v'')t^2}{2R_0^2}+O(t^3).
\]

The correction raises the order of the error. It is useful when the etch is shallow enough for the quadratic term to be smaller than the linear one.

The second reading follows from the tangent lines. The slope of the profile gives the true normal angle \(\theta=\varphi-\arctan(r_\varphi/r)\). The distance of the tangent line from the axis is the projection of the surface point on that normal:

\[
h=r\cos(\theta-\varphi)=\frac{r^2}{\sqrt{r^2+r_\varphi^2}} .
\]

Since \(h=R_0-v(\theta)t\),

\[
v(\theta)=\frac{1}{t}\left(R_0-\frac{r^2}{\sqrt{r^2+r_\varphi^2}}\right).
\]

Within the model this holds for the whole smooth stage. It changes both the value of the rate and the angle to which the value belongs.

Both readings need the slope of a measured profile, which is sensitive to roughness. If the slope \(d_\varphi\) has a small error \(\eta\), the simple correction changes by \(d_\varphi\eta/(R_0t)\simeq v'\eta/R_0\). The tangent-line reading is less sensitive. A slope error shifts the assigned angle by about \(\eta/r\), but because \(r=\min_\theta h/\cos(\theta-\varphi)\) is stationary in \(\theta\), the value read still matches the rate at the shifted angle to first order. The error is about \(\varrho\eta^2/(2r^2t)\), with \(\varrho\) the radius of curvature. For the rod of (i) at 22.5°, \(\eta=10\) µm per radian changes the simple correction by 0.011 µm/min and leaves an error of 0.0009 µm/min in the tangent-line reading. For the simple correction above all, the profile should be smoothed over an angle wide enough to suppress roughness, yet narrow compared with the angular structure of the rate.

### (h) A sharp minimum of the rate

**Near one orientation, taken as \(\theta=0\), the rate has a cusp: \(v=v_{\rm m}+s|\theta|\) with \(s>0\). What does the radial reading give at the minimum itself?**

**Solution.** For a smooth minimum the answer would be \(v_{\rm m}\) as long as the profile stays smooth, because \(v'=0\) there. At a cusp the derivative jumps from \(-s\) to \(+s\), and each side must be treated with its own slope.

Just to the positive side, \(v'=+s\), and the short-time result of (b) gives the normal angle \(\theta\simeq+st/R_0\). Just to the negative side it is \(\theta\simeq-st/R_0\). The orientations between these two values have left the surface, and the two flanks meet at an outward edge. The edge is present from the start of etching, so \(t_{\rm e}=0\) in the sense of (d).

Each flank is still a smooth surface that never uses the rate on the other side of the cusp. Its depth at \(\varphi=0\) is therefore the one-sided limit of the smooth result:

\[
d(0,t)\simeq v_{\rm m}t+\frac{s^2t^2}{2R_0},\qquad
E(0,t)\simeq\frac{s^2t}{2R_0}.
\]

The two flanks give the same depth, so they do meet at \(\varphi=0\).

One may ask whether a small facet of the slow orientation could survive on the edge. Such a facet would recede at \(v_{\rm m}\). The edge recedes at the time derivative of its depth, \(v_{\rm m}+s^2t/R_0\), which is faster. The flanks therefore cut the facet away, and the edge stays sharp.

The slowest rate is thus read too high from the start when the minimum is a cusp. A smooth minimum is read without geometrical error only until an edge forms on it or, for a rate that is not symmetric about the minimum, reaches it from a neighbouring orientation, which happens early if the minimum is narrow and \(v''\) is large; after that it too is read too high. For the smooth rod of (i), etched for 300 min instead of 60 min and so beyond \(t_{\rm e}\), the error at the minimum is 0.058 µm/min.

### (i) A worked rod

**Take \(v=v_0(1-a\cos4\varphi)\) with \(v_0=1\) µm/min, \(a=0.25\), \(R_0=1000\) µm and \(t=60\) min. Find the reading error around the rod, and judge the approximations.**

**Solution.** The derivatives are

\[
v'=4av_0\sin4\varphi,\qquad v''=16av_0\cos4\varphi,\qquad
v+v''=v_0(1+15a\cos4\varphi).
\]

The largest value of \(v+v''\) is \(1+3.75=4.75\) µm/min, at \(\varphi=0\). The first edge would form at \(1000/4.75\simeq210\) min, so the profile at 60 min is smooth. Its radius of curvature is \(1000-4.75\times60=715\) µm at the slow orientation \(\varphi=0\). At the fast orientation \(\varphi=45^\circ\), where \(v+v''=-2.75\) µm/min, it is \(1000+2.75\times60=1165\) µm. The rod becomes sharper at its slow orientations and flatter at its fast ones.

At \(\varphi=22.5^\circ\) the rate is 1 µm/min and its slope has its largest value, 1 µm/min per radian. The leading error is

\[
\frac{1^2\times60}{2\times1000}=0.030\ \text{µm/min}.
\]

There \(v+v''=1\) µm/min, so the next term multiplies this by \(1+60/1000=1.06\), which gives 0.0318 µm/min.

For comparison, the equation of motion was integrated numerically. The profile was represented by a Fourier series on 256 equally spaced angles and advanced in 160 fourth-order Runge–Kutta steps. The table gives rates and errors in µm/min. "One term" and "two terms" refer to the expansion of \(E\).

| \(\varphi\) | True \(v\) | Integrated \(E\) | One term | Two terms |
|---|---|---|---|---|
| 0° | 0.750 | 0 | 0 | 0 |
| 11.25° | 0.823 | 0.0189 | 0.0150 | 0.0183 |
| 22.5° | 1.000 | 0.0313 | 0.0300 | 0.0318 |
| 33.75° | 1.177 | 0.0136 | 0.0150 | 0.0135 |
| 45° | 1.250 | 0 | 0 | 0 |

At 22.5° the apparent rate is 1.031 µm/min. The error is 31 nm/min, or 3.1 % of the true rate. The radial depth is 61.9 µm, where the normal rate times the time would give 60 µm. The normal has turned by 3.6°, against a first-order value of \(60/1000\) rad, or 3.4°.

The leading term is the same at 11.25° and 33.75°, because \(v'^2\) is the same, but the integrated errors differ. The second term accounts for most of this. At 11.25° \(v+v''\) is 3.65 µm/min and raises the error by 22 %. At 33.75° it is \(-1.65\) µm/min and lowers the error by 10 %. The error curve is therefore skewed towards the slow orientation.

Over the 256 angles the largest error is 0.032 µm/min. The simple correction of (g) reduces the largest error to 0.0043 µm/min. The remainder formula explains this size, though not exactly its place: the formula peaks near \(\cos4\varphi=-0.5\), and the integrated remainder peaks near \(\cos4\varphi=-0.37\). With \(v-v''=v_0(1-17a\cos4\varphi)\), it gives at \(\cos4\varphi=-0.5\)

\[
\frac{0.75\times3.125\times60^2}{2\times1000^2}\simeq0.0042\ \text{µm/min},
\]

where 0.75 is \(v'^2\) and 3.125 is \(v-v''\), in the units used here.

How large should the rod be if the leading error at 22.5° is to be 1 % of the true rate, with the time and the rate function held fixed? The condition \(v'^2t/(2R_0)=0.01v\) gives

\[
R_0=\frac{1^2\times60}{2\times0.01\times1}=3000\ \text{µm}=3\ \text{mm}.
\]

Integration of the profile at that radius gives an error of 1.02 %. The rule applies to this angle, and it assumes a smooth rate and an etch well short of the first edge.

A cusp changes the result at the minimum. Consider \(v=0.75+0.5|\sin2\theta|\) µm/min, with the same \(R_0\) and \(t\). Its minimum and maximum equal those of the smooth model, and its slopes at the minimum are \(\pm1\) µm/min per radian. The formula of (h) gives an error of 0.030 µm/min at the minimum. A monotone finite-difference integration, with 4000 points per quarter turn and 300 time steps, gives 0.031 µm/min. This is about 4 % of the minimum rate.

### (j) The model beside a real rod

**Compare the parameters with a real case, and estimate which neglected effects could hide or imitate the geometrical error.**

**Solution.** The chosen values lie in the rough regime of silicon in a hot aqueous alkali, where rates near 1 µm/min are typical in order of magnitude. A silicon rod with its axis along [001] has a fourfold cross-section, as the model has. The single cosine is a model and not a measured rate curve; the strength and even the sense of the anisotropy depend on the solution. Only the mean rate is matched here, not the slopes. Published rates for concentrated KOH rise from (100) towards (310) about twice as steeply as the largest slope of the model, and since the error scales as \(v'^2\), the geometrical error of a real rod can be several times the 3 % found in (i). The assumption most directly at risk is smoothness. An orientation that etches by the motion of steps can have a cusped minimum, and for the slopes used above this moves the error at the minimum from zero to 0.031 µm/min.

The other estimates use rough inputs.

- **Temperature.** For a thermally activated rate with activation energy \(E_{\rm a}=0.6\) eV at \(T=353\) K, the relative change per kelvin is \(E_{\rm a}/(k_{\rm B}T^2)=5.6\) %. A temperature error of 0.56 K changes the rate by as much as the geometrical error at 22.5°. If it is uniform, it changes all orientations by the same factor when they share one activation energy, whereas the geometrical error varies around the rod.
- **Depletion.** Let each dissolved atom consume two hydroxide ions, supplied through a still layer of thickness \(L=50\) µm with diffusivity \(D_{\rm OH}=3\times10^{-9}\) m²/s. For an atomic volume \(\Omega=2\times10^{-29}\) m³ the concentration drop is \(2vL/(\Omega N_{\rm A}D_{\rm OH})\). At the fastest rate this is about 1 % of a bulk concentration of 6 mol/L. It would lower the rate by about 1 % if the rate were proportional to concentration. In concentrated KOH the rate depends more weakly on concentration and can even fall as it rises, so this figure gives a scale only, and not the sign.
- **Capillarity.** With a surface energy \(\gamma=1\) J/m², the curvature energy per atom relative to the thermal energy is \(\gamma\Omega/(R_0k_{\rm B}T)\simeq4\times10^{-6}\), which is negligible here.
- **Centring.** An offset of 1 µm between the rod axis and the measuring axis changes the radius by up to 1 µm, and the apparent rate by up to \(1/60=0.017\) µm/min. Most of this cancels if the initial profile is measured about the same axis and subtracted. Because the offset also shifts the polar angle at which the etched surface is read, a part smaller by the factor \(|r_\varphi|/r\), at most about 0.06 here, remains.
- **Angular indexing.** An error of 1° in the crystal direction changes the assigned rate by up to \(v'\pi/180=0.017\) µm/min.
- **Axis tilt.** The cross-section normal to [001] is a mirror plane of the point group of silicon (in the crystal structure it is a glide plane), so the rate has no linear dependence on a small tilt out of it. If the curvature of the rate out of the plane is as large as the largest \(|v''|\) within it, 4 µm/min per radian squared, a tilt of 1° changes the rate by about \(\tfrac12\times4\times(\pi/180)^2=0.0006\) µm/min.

Temperature, centring and indexing can thus rival the geometrical error of this model rod; for a steeper rate curve the geometrical error, which goes as \(v'^2\), gains on all three. They can be separated from it by their dependence on angle and time. For a fixed rate function, the geometrical error follows \(v'^2\) around the rod and grows with the etching time. An uncorrected centring offset varies once per turn and contributes less to the apparent rate as the time increases. An indexing error follows \(d_\varphi/t\simeq v'(1+v''t/R_0)\) and changes sign between the two flanks of a maximum. It is independent of time only at leading order: at 11.25° an error of 1° shifts the reading by 0.013 µm/min after 10 min and by 0.015 µm/min after 60 min.

All numerical values are calculated from the stated model.
